# Morse constants and well depth of AlH from two band origins

## Problem

For the diatomic molecule ²⁷Al¹H, the fundamental band origin ($v=0\to1$) and first-overtone band origin ($v=0\to2$) are

$$\nu_1=1626.67\ \text{cm}^{-1},\qquad \nu_2=3200.24\ \text{cm}^{-1}.$$

The chosen standard uncertainties are $u_1=0.2$ cm⁻¹ and $u_2=0.4$ cm⁻¹, with independent errors; the larger value stands for a weaker overtone band. A band origin is the difference between two levels without rotation, $J=0$ in both.

The band origins are simulated: they come from vibrational levels computed numerically on a frozen-core CCSD(T)/cc-pVTZ potential curve. Separate calculations on the two atoms at the same level fix the dissociation limit, so a reference depth is known and can judge the answer.

Assume the Morse potential

$$V(r)=D\left[1-e^{-a(r-r_e)}\right]^2,$$

where $D$ is an energy and $D_e=D/(hc)$ is the same depth as a wavenumber.

1. Find the harmonic wavenumber $\omega_e$ and the anharmonicity constant $\omega_ex_e$.
2. Find the depth $D_e$ from the minimum and the depth $D_0$ from the level $v=0$.
3. Propagate $u_1$ and $u_2$ into $D_e$.
4. Decide whether the resulting uncertainty covers the error of the Morse assumption.

## Hints

**Hint 1.** In the Schrödinger equation, use a variable proportional to $e^{-a(r-r_e)}$. Bound states then require a power series to terminate.

**Hint 2.** The levels are quadratic in $v+\tfrac12$. Two level differences therefore fix two constants.

**Hint 3.** Write the depth in terms of the measured quantities before differentiating. Look for a small difference of large numbers.

**Hint 4.** Constants derived from the same two measurements generally have correlated errors.

## Solution

### The Morse levels

Let $\mu$ be the reduced mass, $x=a(r-r_e)$ and $\lambda=\sqrt{2\mu D}/(a\hbar)$. Dividing the radial equation for $J=0$ by $\hbar^2a^2/2\mu$ gives

$$-\frac{d^2\psi}{dx^2}+\lambda^2(1-e^{-x})^2\psi=\varepsilon\psi,\qquad \varepsilon=\frac{2\mu E}{\hbar^2a^2}.$$

Put $z=2\lambda e^{-x}$. Since $dz/dx=-z$, the second derivative becomes $z^2\psi''+z\psi'$, with primes denoting $d/dz$. The potential becomes $\lambda^2-\lambda z+z^2/4$, so

$$z^2\psi''+z\psi'+\left(\varepsilon-\lambda^2+\lambda z-\frac{z^2}{4}\right)\psi=0.$$

At large $r$, where $z\to0$, a bound state behaves as $z^s$ with $s=\sqrt{\lambda^2-\varepsilon}>0$. At large $z$ it decays mainly as $e^{-z/2}$. Substitute $\psi=z^se^{-z/2}F$. The derivative terms give

$$z^2F''+z(2s+1-z)F'+\left(s^2-sz+\frac{z^2}{4}-\frac z2\right)F.$$

Adding the remaining term, $(-s^2+\lambda z-z^2/4)F$, and dividing by $z$ leaves

$$zF''+(2s+1-z)F'+\left(\lambda-s-\tfrac12\right)F=0.$$

For $F=\sum_k c_kz^k$, the coefficient of $z^k$ gives

$$(k+1)(k+2s+1)c_{k+1}=\left[k-\left(\lambda-s-\tfrac12\right)\right]c_k.$$

If the series does not end, $c_{k+1}/c_k\to1/k$ and $F$ grows essentially as $e^z$, which makes $\psi$ diverge. It ends when $\lambda-s-\tfrac12=v$, with $v=0,1,2,\dots$ Hence $s=\lambda-v-\tfrac12$, which must be positive, and

$$\varepsilon=\lambda^2-s^2=2\lambda\left(v+\tfrac12\right)-\left(v+\tfrac12\right)^2.$$

This argument lets $r$ run over the whole line, although physically $r>0$. With $a=1.237$ Å⁻¹, which follows from the constants found below, and the computed bond length $r_e=1.657$ Å, the Morse potential at $r=0$ is $(e^{ar_e}-1)^2\approx46$ times the depth, so the low levels have negligible amplitude there.

To convert to wavenumbers, multiply by $\hbar^2a^2/(2\mu hc)=Ka^2$, where $K=\hbar/(4\pi c\mu)$. The term values are

$$G(v)=\omega_e\left(v+\tfrac12\right)-\omega_ex_e\left(v+\tfrac12\right)^2,$$

with $\omega_ex_e=Ka^2$ and $\omega_e=2\lambda Ka^2$. Because $D=\lambda^2\hbar^2a^2/2\mu$, the depth is $D_e=\lambda^2Ka^2$, and therefore

$$D_e=\frac{\omega_e^2}{4\omega_ex_e},\qquad \lambda=\frac{\omega_e}{2\omega_ex_e}.$$

### 1. The two constants

Subtracting $G(0)$ from $G(1)$ and $G(2)$ gives

$$\nu_1=\omega_e-2\omega_ex_e,\qquad \nu_2=2\omega_e-6\omega_ex_e.$$

The combination $3\nu_1-\nu_2$ removes $\omega_ex_e$, and $2\nu_1-\nu_2$ removes $\omega_e$:

$$\omega_e=3\nu_1-\nu_2\equiv s_\nu,\qquad \omega_ex_e=\frac{2\nu_1-\nu_2}{2}\equiv\frac d2.$$

Numerically,

$$\omega_e=4880.01-3200.24=1679.77\ \text{cm}^{-1},$$

$$d=3253.34-3200.24=53.10\ \text{cm}^{-1},\qquad \omega_ex_e=26.55\ \text{cm}^{-1}.$$

The inversion has a limited range. Positive anharmonicity needs $\nu_2<2\nu_1$. A bound $v=2$ level needs $\lambda=s_\nu/d>5/2$, or $6\nu_1-2\nu_2>10\nu_1-5\nu_2$. Together,

$$\tfrac43\nu_1<\nu_2<2\nu_1.$$

At the upper end the oscillator becomes harmonic and the inferred depth diverges. At the lower end $v=2$ reaches the dissociation limit. The present data lie close to the upper end, where the depth is sensitive to small errors.

### 2. The depth

Inserting the constants gives

$$D_e=\frac{s_\nu^2}{2d}=\frac{(3\nu_1-\nu_2)^2}{2(2\nu_1-\nu_2)}=\frac{1679.77^2}{106.20}=26569\ \text{cm}^{-1}.$$

Multiplication by $hc/e$ converts this to 3.29 eV.

For $D_0$, subtract $G(0)=\omega_e/2-\omega_ex_e/4$:

$$D_0=\frac{\omega_e^2-2\omega_e\,\omega_ex_e+(\omega_ex_e)^2}{4\omega_ex_e}=\frac{(\omega_e-\omega_ex_e)^2}{4\omega_ex_e}.$$

Since $\omega_e-\omega_ex_e=(4\nu_1-\nu_2)/2$,

$$D_0=\frac{(4\nu_1-\nu_2)^2}{8(2\nu_1-\nu_2)}=\frac{3306.44^2}{424.80}=25736\ \text{cm}^{-1},$$

or 3.19 eV. At the lower end of the allowed range, $\nu_2=4\nu_1/3$, this formula gives $D_0=4\nu_1/3=\nu_2$, as it must when $v=2$ lies at the dissociation limit.

Here $\lambda=1679.77/53.10=31.6$, so the fitted Morse well holds 32 levels, $v=0$ to 31. The depth is extrapolated from the lowest three.

### 3. The measurement error

Differentiate $D_e=s_\nu^2/(2d)$, using $\partial s_\nu/\partial\nu_1=3$ and $\partial d/\partial\nu_1=2$:

$$\frac{\partial D_e}{\partial\nu_1}=\frac{3s_\nu}{d}-\frac{s_\nu^2}{d^2}=\frac{s_\nu(3\nu_1-2\nu_2)}{d^2}=-905.8.$$

Both derivatives with respect to $\nu_2$ are $-1$, hence

$$\frac{\partial D_e}{\partial\nu_2}=-\frac{s_\nu}{d}+\frac{s_\nu^2}{2d^2}=\frac{s_\nu(\nu_2-\nu_1)}{2d^2}=468.7.$$

An error of 1 cm⁻¹ in the fundamental alone thus changes the depth by roughly 900 cm⁻¹. The cause is the factor $d^2$ in the denominator: $d$ is a difference of 53 cm⁻¹ between numbers above 3000 cm⁻¹.

For independent errors the variances add:

$$u(D_e)=\sqrt{(905.8\times0.2)^2+(468.7\times0.4)^2}=\sqrt{181.2^2+187.5^2}=261\ \text{cm}^{-1}.$$

The extraction gives $D_e=(26570\pm260)$ cm⁻¹, or $(3.29\pm0.03)$ eV, with measurement error alone included.

This linear formula requires the error of $d$ to be small compared with $d$. Here $u(\omega_ex_e)=\sqrt{u_1^2+u_2^2/4}=0.283$ cm⁻¹, which is 1.07% of $\omega_ex_e$. A test with 400,000 pairs of normally distributed band origins gave a standard deviation of 260 cm⁻¹ in $D_e$.

One may instead start from $\omega_e$ and $\omega_ex_e$, but their errors are not independent. From their definitions,

$$\operatorname{cov}(\omega_e,\omega_ex_e)=3u_1^2+\tfrac12u_2^2=0.200\ \text{cm}^{-2}.$$

The depth rises with $\omega_e$ and falls with $\omega_ex_e$, so this positive covariance lowers its uncertainty. Ignoring it would give 284 cm⁻¹.

### 4. The error of the Morse assumption

The energy of the separated atoms, each computed on its own at the same level, minus the minimum of the curve is 25164 cm⁻¹, or 3.12 eV. The Morse result is higher by 1405 cm⁻¹, or 0.17 eV. This is 5.6% of the curve's depth and 5.4 times $u(D_e)$. For this curve, the measurement uncertainty does not cover the model error. The last digits depend on how the curve is interpolated. Using 12 points instead of 14 lowers the Morse depth by roughly 100 to 130 cm⁻¹, and using 13 lowers it by about 10 cm⁻¹. Interpolating the same 14 points in $\ln r$ or $\sqrt r$ moves $\nu_1$ by up to 0.02 cm⁻¹, the curvature wavenumber by up to 0.06 cm⁻¹ and the Morse depth by up to 15 cm⁻¹. None of this alters the conclusion.

The harmonic wavenumber fares much better. The curvature at the minimum gives 1681.08 cm⁻¹, only 1.31 cm⁻¹ above the extracted value. Two low bands can describe the bottom of the well closely and still give a noticeably wrong depth, because the Morse form ties the dissociation limit to the shape near the minimum. If both measurement uncertainties were ten times smaller, $u(D_e)$ would fall to about 26 cm⁻¹, while the 1405 cm⁻¹ discrepancy would remain.

For real AlH, the fundamental is roughly 1600 cm⁻¹ and the depth roughly 3 eV, so the example has realistic magnitudes. The assigned uncertainties describe a modest measurement; a rotationally resolved spectrum can locate band origins more closely. The computed reference omits core correlation, basis-set incompleteness, higher excitations, relativistic and spin–orbit effects, and corrections to the Born–Oppenheimer approximation. These omissions can matter greatly, because a change of 1 cm⁻¹ in $d$ alone moves the Morse depth by about 500 cm⁻¹. Measured vibrational constants of AlH give $d\approx56$ cm⁻¹ rather than 53 cm⁻¹, and hence a two-band Morse depth near 25300 cm⁻¹, close to the measured depth of roughly 25500 cm⁻¹. The value 1405 cm⁻¹ therefore describes the cc-pVTZ curve and should not be taken as the Morse error for real AlH. The separate omissions are not sized here.

## Variation 1: a third band

*The second overtone of the same curve lies at $\nu_3=4721.91$ cm⁻¹. Does it reveal the departure from a Morse oscillator?*

For Morse levels, $\nu_3=G(3)-G(0)=3\omega_e-12\omega_ex_e=3(\nu_2-\nu_1)$, which predicts 4720.71 cm⁻¹. The curve lies 1.20 cm⁻¹ higher. Add a term $y(v+\tfrac12)^3$ to $G(v)$. It contributes $\tfrac{13}{4}y$, $\tfrac{31}{2}y$ and $\tfrac{171}{4}y$ to the three band origins, so

$$\nu_3-3\nu_2+3\nu_1=\left(\tfrac{171}{4}-\tfrac{93}{2}+\tfrac{39}{4}\right)y=6y,\qquad y=0.200\ \text{cm}^{-1}.$$

The same contributions give $3\nu_1-\nu_2=\omega_e-\tfrac{23}{4}y$ and $(2\nu_1-\nu_2)/2=\omega_ex_e-\tfrac92y$. The corrected constants are therefore

$$\omega_e=1679.77+\tfrac{23}{4}y=1680.92\ \text{cm}^{-1},$$

$$\omega_ex_e=26.55+\tfrac92y=27.45\ \text{cm}^{-1}.$$

The ratio $\omega_e^2/(4\omega_ex_e)$ falls to 25733 cm⁻¹, which removes about 60% of the discrepancy. With $y\neq0$ this ratio is only an estimate, since its identification with the depth was derived for a Morse well. The constants also depend on where the series is cut: including a fourth band and a quartic term raises $y$ to about 0.24 cm⁻¹ and lowers the ratio by roughly a further 100 cm⁻¹.

With the stated uncertainties, however, the errors of $\nu_1$ and $\nu_2$ alone give $6y$ an uncertainty of $\sqrt{(3\times0.2)^2+(3\times0.4)^2}=1.3$ cm⁻¹. That is as large as the 1.20 cm⁻¹ signal, so such a measurement could not establish the cubic term.

## Variation 2: errors shared by both bands

*How does $D_e$ respond to a common scale error, a common offset, and the use of $R(0)$ lines in place of band origins?*

If both wavenumbers are multiplied by $1+\epsilon$, then $s_\nu^2/(2d)$ is multiplied by $1+\epsilon$ as well. A scale error of 100 ppm shifts the depth by only 2.7 cm⁻¹, although it moves the bands by 0.16 and 0.32 cm⁻¹. The two shifts nearly cancel in their effect on $D_e$.

A common offset $\delta$ has no such protection. To first order it changes the depth by $(-905.8+468.7)\delta=-437\,\delta$. For $\delta=0.2$ cm⁻¹, repeating the extraction gives a shift of $-87$ cm⁻¹.

An $R(0)$ line runs from $J=0$ to $J=1$. It lies above the band origin by the rotational energy of the upper state. On the computed curve these lines fall at 1638.79 and 3212.02 cm⁻¹, about 12 cm⁻¹ above the origins. Using them gives $s_\nu=1704.35$ cm⁻¹ and $d=65.56$ cm⁻¹, hence

$$D_e=\frac{1704.35^2}{2\times65.56}=22154\ \text{cm}^{-1}.$$

This is 0.55 eV below the Morse depth from the true origins, about three times the error of the Morse assumption itself. The linear formula is unreliable here because $d$ has changed by 23%. The numerical output below lists the main values obtained from the cc-pVTZ curve.

## Computed values

```
AlH, frozen-core CCSD(T)/cc-pVTZ, simulated data
Reduced mass: 0.971536 u
K = hbar/(4 pi c mu): 17.3515 cm^-1 A^2
Curve: bond length: 1.6566 A
Curve: largest off-node misfit: 0.0175 cm^-1
Input nu1: 1626.67 cm^-1
Input nu2: 3200.24 cm^-1
Input u(nu1): 0.2 cm^-1
Input u(nu2): 0.4 cm^-1
Difference 2 nu1 - nu2: 53.10 cm^-1
Extracted we: 1679.77 cm^-1
Extracted wexe: 26.550 cm^-1
Extracted Morse a: 1.2370 A^-1
Extracted De: 26569 cm^-1
Extracted De: 3.294 eV
Extracted D0: 25736 cm^-1
Extracted D0: 3.191 eV
dDe/dnu1: -905.8 (dimensionless)
dDe/dnu2: 468.7 (dimensionless)
Part of u(De) from nu1: 181.2 cm^-1
Part of u(De) from nu2: 187.5 cm^-1
u(we): 0.72 cm^-1
u(wexe): 0.283 cm^-1
u(wexe)/wexe: 1.07 %
Covariance of we and wexe: 0.200 cm^-2
u(De), linear formula: 261 cm^-1
u(De), linear formula: 0.032 eV
u(De), random sampling: 260 cm^-1
u(De) if covariance is ignored: 284 cm^-1
Common scale error: 100 ppm
De shift from common scale error: 2.7 cm^-1
Common offset: 0.2 cm^-1
De shift from common offset: -87.1 cm^-1
Curve: we from curvature: 1681.08 cm^-1
Curve: De from separated atoms: 25164 cm^-1
Curve: De from separated atoms: 3.120 eV
Curve: D0 from separated atoms: 24329 cm^-1
Morse De minus curve De: 1405 cm^-1
Morse De minus curve De: 0.174 eV
|De difference|/u(De): 5.39 
nu3 of the curve: 4721.91 cm^-1
nu3 predicted by Morse: 4720.71 cm^-1
Cubic coefficient y: 0.2000 cm^-1
we with cubic term: 1680.92 cm^-1
wexe with cubic term: 27.450 cm^-1
we^2/(4 wexe) with cubic term: 25733 cm^-1
R(0) line of fundamental: 1638.79 cm^-1
R(0) line of overtone: 3212.02 cm^-1
De if R(0) lines are used: 22154 cm^-1
De error from using R(0) lines: -0.547 eV
```
